# Stevens factors of 4f Hund multiplets and the sign of α

A crystal field acts on the positions of the 4f electrons, whereas the levels of a rare-earth ion are labelled by its total angular momentum $J$. Writing $3J_z^2-J(J+1)$ in place of $\sum_i(3z_i^2-r_i^2)$ gives the right pattern of levels, but its scale and sign remain unknown. For Ce$^{3+}$ between two negative charges on the $z$ axis, a positive coefficient would put $M=\pm1/2$ lowest. The coefficient is negative, and $M=\pm5/2$ is lowest. The missing constants are the Stevens factors.

## Assumptions and theorem

The ion has one configuration $4f^n$, with one radial function for all 4f orbitals, pure $LS$ coupling and the Hund's-rule multiplet: $J=L-S$ for $n<7$, $J=L+S$ for $n>7$. Mixing with other multiplets is neglected. Let $p=n$ for $n<7$ and $p=n-7$ for $n>7$.

Let $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, so that $C^k_0=P_k(\cos\theta)$. Replace $x,y,z$ in the polynomial $r^kC^k_q$ by $J_x,J_y,J_z$, averaging over all orders of the factors, and call the result $T^k_q(J)$. The substitution respects rotations, so $T^k_q$ is a tensor operator of rank $k$. The Stevens operators are $O_{k0}=\lambda_kT^k_0$ with $\lambda_2,\lambda_4,\lambda_6=2,8,16$; in particular $O_{20}=3J_z^2-J(J+1)$.

**Theorem.** Within the multiplet, for $k=2,4,6$ and every $q$,

$$\sum_i r_i^kC^k_q(i)=\theta_k\langle r^k\rangle T^k_q(J),\qquad \theta_2,\theta_4,\theta_6=\alpha,\beta,\gamma .$$

With $q_k=\sum_{m=4-p}^{3}\langle 3m|C^k_0|3m\rangle$ and $k\le 2J$,

$$\theta_k=2^kq_k\frac{(2L-k)!\,(2L+k+1)!\,(2J+1)!}{(2L)!\,(2L+1)!\,(2J+k+1)!}\quad(n<7),$$

$$\theta_k=2^kq_k\frac{(2J-k)!}{(2J)!}\quad(n>7).$$

Moreover $q_2=-p(7-p)(7-2p)/90$. Thus $\alpha<0$ for $p=1,2,3$ and $\alpha>0$ for $p=4,5,6$, except that $n=6$ has $J=0$ and no $\alpha$.

The proof uses the Wigner–Eckart theorem in the convention

$$\langle JM|A^k_q|JM'\rangle=(-1)^{J-M}\begin{pmatrix}J&k&J\\-M&q&M'\end{pmatrix}\langle J\|A^k\|J\rangle .$$

All operators of rank $k$ therefore have proportional matrices within one $J$, which proves the first equation. The ratio $\theta_k$ can be read from the state $M=J$. If $k>2J$, the triangle rule makes both sides vanish and $\theta_k$ has no meaning; this is the case of $\gamma$ for Ce$^{3+}$ and Sm$^{3+}$. Such terms are omitted from the sums containing $\theta_k$ below.

## Lemma 1: the stretched state

$$\langle JJ|T^k_0|JJ\rangle=\frac{(2J)!}{2^k(2J-k)!},$$

$$s_k(J)\equiv\begin{pmatrix}J&k&J\\-J&0&J\end{pmatrix}=\frac{(2J)!}{\sqrt{(2J-k)!\,(2J+k+1)!}} .$$

*Proof.* The top harmonic is $r^kC^k_k=c_k(x+iy)^k$ with $c_k=(-1)^k\sqrt{(2k)!}/(2^kk!)$, so $T^k_k=c_kJ_+^k$. A tensor obeys $[J_-,T^k_q]=\sqrt{(k+q)(k-q+1)}\,T^k_{q-1}$. From $q=k$ down to $q=1$ the square roots multiply to $\sqrt{(2k)!}$. Hence $T^k_0$ is the $k$-fold commutator of $J_-$ with $c_kJ_+^k$, divided by $\sqrt{(2k)!}$.

Since $\langle JJ|J_-=0$, the only surviving term has every $J_-$ on the right, with sign $(-1)^k$. Its expectation value is the squared norm

$$\|J_-^k|JJ\rangle\|^2=\prod_{i=0}^{k-1}(2J-i)(i+1)=\frac{(2J)!\,k!}{(2J-k)!}.$$

Multiplication by $(-1)^kc_k/\sqrt{(2k)!}=1/(2^kk!)$ gives the first formula.

For the second, orthogonality of the 3j symbols gives $\sum_M|\langle J,M+k|T^k_k|JM\rangle|^2=\langle J\|T^k\|J\rangle^2/(2k+1)$. With $r=J+M$, the left side is

$$c_k^2\sum_r\frac{(r+k)!}{r!}\frac{(2J-r)!}{(2J-r-k)!}=c_k^2k!^2\sum_r\binom{r+k}{k}\binom{2J-r}{k}.$$

The last sum is $\binom{2J+k+1}{2k+1}$: it counts subsets of $2k+1$ elements by the position of their middle element. Inserting $c_k^2k!^2=(2k)!/4^k$,

$$\langle J\|T^k\|J\rangle=2^{-k}\sqrt{\frac{(2J+k+1)!}{(2J-k)!}} .$$

The root is positive because $\sqrt{2J+1}\,s_k(J)$ is the Clebsch–Gordan coefficient $\langle JJ,k0|JJ\rangle$, positive by the standard phase convention. Dividing the first formula by this reduced element gives $s_k(J)$. ∎

It follows that

$$\theta_k=2^k\sqrt{\frac{(2J-k)!}{(2J+k+1)!}}\;\Big\langle J\Big\|\sum_iC^k(i)\Big\|J\Big\rangle .$$

## Lemma 2: removing the spin

For an operator $A^k$ acting on the orbital part alone, $\langle J\|A^k\|J\rangle=(2J+1)X(L,J)\langle L\|A^k\|L\rangle$, where $X(L,J)=X(J,L)$.

*Proof.* Expand the coupled states as

$$|JM\rangle=\sum_{m,s}(-1)^{L-S+M}\sqrt{2J+1}\begin{pmatrix}L&S&J\\m&s&-M\end{pmatrix}|Lm\rangle|Ss\rangle .$$

Form $\langle JM|A^k_q|JM'\rangle$, apply the Wigner–Eckart theorem to $L$, multiply by $(-1)^{J-M}\begin{pmatrix}J&k&J\\-M&q&M'\end{pmatrix}$ and sum over $M,M',q$. The squares of this symbol sum to one, so the left side becomes $\langle J\|A^k\|J\rangle$. On the right,

$$X(L,J)=\sum(-1)^{\eta}\begin{pmatrix}J&k&J\\-M&q&M'\end{pmatrix}\begin{pmatrix}L&k&L\\-m&q&m'\end{pmatrix}\begin{pmatrix}L&S&J\\m&s&-M\end{pmatrix}\begin{pmatrix}L&S&J\\m'&s&-M'\end{pmatrix},$$

with $\eta=J-M+L-m+2L-2S+M+M'$ and the sum over all projections.

Now exchange $(L,m,m')$ with $(J,M,M')$. The first two symbols change places. In each of the others, exchanging the outer columns and reversing all projections gives $(-1)^{2(L+S+J)}=1$, so

$$\begin{pmatrix}J&S&L\\M&s&-m\end{pmatrix}=\begin{pmatrix}L&S&J\\m&-s&-M\end{pmatrix}.$$

Renaming $-s$ as $s$ restores the original product. The exponent changes by $2J-2L+m+m'-M-M'=2J-2L-2s$. Both $2J-2L$ and $2s$ have the parity of $2S$, so this change is even. ∎

In Racah's notation $X=(-1)^{L+S+J+k}\begin{Bmatrix}L&J&S\\J&L&k\end{Bmatrix}$, and the symmetry is that of the 6j symbol. Nothing in the proof requires $L$ to be an integer.

**The two values needed.** If $J=L+S$, then $|JJ\rangle=|LL\rangle|SS\rangle$, so $s_k(J)\langle J\|A^k\|J\rangle=s_k(L)\langle L\|A^k\|L\rangle$ and

$$X(L,J)=\frac{s_k(L)}{(2J+1)s_k(J)}\qquad(J=L+S).$$

If $J=L-S$, then $L=J+S$. The same formula with $L$ and $J$ exchanged, together with the symmetry, gives

$$X(L,J)=\frac{s_k(J)}{(2L+1)s_k(L)}\qquad(J=L-S).$$

## Lemma 3: the orbital moment

In the Hund term, $\langle LL|\sum_iC^k_0(i)|LL\rangle=q_k$, with $L=p(7-p)/2$.

*Proof.* For $n<7$, put $p$ spin-up electrons in $m=3,2,\ldots,4-p$. For $n>7$, fill all spin-up orbitals and put $p$ spin-down electrons in the same sequence. Both $L_+$ and $S_+$ annihilate this determinant, because each would move an electron into an occupied or non-existent orbital. It is therefore the state $M_L=L$, $M_S=S$, with $L=3p-p(p-1)/2=p(7-p)/2$. A filled set of seven orbitals has a spherical density and adds nothing for $k>0$. The occupied orbitals of the open set give $q_k$. ∎

For $k=2$, the Wigner–Eckart theorem within $l=3$ makes $\langle3m|C^2_0|3m\rangle$ proportional to $3m^2-12$, which is 15 at $m=3$. There $|Y_{33}|^2\propto(1-x^2)^3$ with $x=\cos\theta$. Let $I=\int_{-1}^1(1-x^2)^3dx$ and $a=\int_{-1}^1x^2(1-x^2)^3dx$. Integration by parts gives $a=\frac18\int_{-1}^1(1-x^2)^4dx=\frac18(I-a)$, so $\langle x^2\rangle=a/I=1/9$ and $\langle P_2\rangle=(3/9-1)/2=-1/3$. Therefore

$$\langle3m|C^2_0|3m\rangle=-\frac13\,\frac{3m^2-12}{15}=\frac{4-m^2}{15}.$$

Setting $m=3-j$,

$$15q_2=\sum_{j=0}^{p-1}(-5+6j-j^2)=-5p+3p(p-1)-\frac{p(p-1)(2p-1)}6$$

$$=-\frac p6(2p^2-21p+49)=-\frac{p(7-p)(7-2p)}6,$$

which is the stated $q_2$. For the other ranks, integrating $P_k|Y_{3m}|^2$ over the sphere gives, for $|m|=0,1,2,3$, $(6,1,-7,3)/33$ when $k=4$ and $(100,-75,30,-5)/429$ when $k=6$.

## Proof of the theorem

For $n>7$, $\langle JJ|\sum_iC^k_0(i)|JJ\rangle=q_k$, because the spin factor of the product state is inert. Division by the stretched value in Lemma 1 gives the second formula.

For $n<7$, $\langle L\|\sum_iC^k(i)\|L\rangle=q_k/s_k(L)$. Lemma 2 then gives

$$\Big\langle JJ\Big|\sum_iC^k_0(i)\Big|JJ\Big\rangle=\frac{2J+1}{2L+1}\,\frac{s_k(J)^2}{s_k(L)^2}\,q_k .$$

Insert $s_k(j)^2=(2j)!^2/[(2j-k)!(2j+k+1)!]$ and multiply by $2^k(2J-k)!/(2J)!$. The factors $(2J-k)!$ and one $(2J)!$ cancel, and $(2J+1)(2J)!=(2J+1)!$. This is the first formula. Every factor multiplying $q_2$ is positive, so $\alpha$ has the sign of $q_2$. ∎

## Cerium and the other ions

Ce$^{3+}$ has $L=3$, $S=1/2$, $J=5/2$ and $q_2=-1/3$. Here $s_2(3)=s_2(5/2)=0.24398$, so the 6j symbol is $1/7$. The reduced elements are $\langle L\|C^2\|L\rangle=-0.33333/0.24398=-1.3663$ and $\langle J\|C^2\|J\rangle=6\times\frac17\times(-1.3663)=-1.1711$. The prefactor is $4\sqrt{3!/8!}=0.048795$, and the product is $-0.05714$. In fractions,

$$\alpha=4\left(-\frac13\right)\frac{4!\,9!\,6!}{6!\,7!\,8!}=-\frac43\cdot\frac{24\cdot9}{5040}=-\frac2{35}.$$

The theorem gives for the other ions:

| Ion | $\alpha$ | $\beta$ | $\gamma$ |
|---|---|---|---|
| Ce | −2/35 | 2/315 | – |
| Pr | −52/2475 | −4/5445 | 272/4459455 |
| Nd | −7/1089 | −136/467181 | −1615/42513471 |
| Pm | 14/1815 | 952/2335905 | 2584/42513471 |
| Sm | 13/315 | 26/10395 | – |
| Tb | −1/99 | 2/16335 | −1/891891 |
| Dy | −2/315 | −8/135135 | 4/3864861 |
| Ho | −1/450 | −1/30030 | −5/3864861 |
| Er | 4/1575 | 2/45045 | 8/3864861 |
| Tm | 1/99 | 8/49005 | −5/891891 |
| Yb | 2/63 | −2/1155 | 4/27027 |

All are trivalent; a dash means $k>2J$. Gd$^{3+}$ has $L=0$ and a spherical 4f density in this model.

## Remark 1: oblate or prolate

In the state $M$,

$$\Big\langle\sum_i(3z_i^2-r_i^2)\Big\rangle=\alpha\langle r^2\rangle[3M^2-J(J+1)] .$$

Call the electron number density oblate if this moment is negative and prolate if it is positive. At $|M|=J$ the bracket is $J(2J-1)>0$ for $J\geq1$, so negative $\alpha$ means oblate and positive $\alpha$ prolate. The bracket is negative at small $|M|$, where the relation is reversed. For Ce$^{3+}$ the moments divided by $\langle r^2\rangle$ are $-4/7$, $4/35$ and $16/35$ for $|M|=5/2,3/2,1/2$. The electric quadrupole has the opposite sign, since the electron charge is negative.

The change of sign within a half shell comes from the filling order. Orbitals with $|m|=3$ are oblate, those with $|m|=2$ have no quadrupole, and those with $|m|\le1$ are prolate. As $p$ runs from 1 to 6, $q_2$ is $-1/3,-1/3,-2/15,2/15,1/3,1/3$.

The full angular density, in electrons per steradian, follows from the orthogonality of Legendre polynomials:

$$\varrho(\theta)=\frac n{4\pi}+\sum_{k=2,4,6}\frac{2k+1}{4\pi}\,\frac{\theta_kO_{k0}(M)}{\lambda_k}P_k(\cos\theta).$$

For Ce$^{3+}$ with $M=5/2$, Lemma 1 gives $O_{20}=10$ and $O_{40}=60$, so the moments of $P_2$ and $P_4$ are $-2/7$ and $1/21$. At the pole $4\pi\varrho=1-10/7+3/7=0$. At the equator, where $P_2=-1/2$ and $P_4=3/8$, $4\pi\varrho=1+5/7+9/56=15/8$, so $\varrho=0.149$.

For Yb$^{3+}$ with $M=7/2$, one electron is missing from $m=-3$, so $\varrho=14/4\pi-(35/64\pi)\sin^6\theta$. This is 1.114 at the pole and 0.940 at the equator.

## Remark 2: why the sign matters in a field

Place charges $-0.2\,e$ at $z=\pm R$, with $R=5\,a_0$, and let the 4f electrons lie on a thin shell of radius $r=1\,a_0$. These are round model parameters. In atomic units, with $Q=0.2$, one electron has the repulsion energy

$$v=2Q\sum_{k\ \mathrm{even}}\frac{r^k}{R^{k+1}}P_k(\cos\theta).$$

Apart from the common shift from $k=0$,

$$E_M=\sum_{k=2,4,6}B_k\theta_kO_{k0}(M),\qquad B_k=\frac{2Qr^k}{\lambda_kR^{k+1}},$$

with $B_2,B_4,B_6=1.6,\ 0.016,\ 0.00032$ mHa. Ranks above 6 vanish between $f$ orbitals.

The diagonal values of different $O_{k0}$ are orthogonal under summation over $M$, by orthogonality of the 3j symbols. For $J=5/2$ this and $O_{40}(5/2)=60$ fix $O_{40}=60,-180,120$ for $|M|=5/2,3/2,1/2$. The energies of Ce$^{3+}$ in mHa are

$$E_{5/2}=-\tfrac47(1.6)+\tfrac{2}{315}(60)(0.016)=-0.908,$$

$$E_{3/2}=\tfrac4{35}(1.6)-\tfrac{2}{315}(180)(0.016)=0.165,$$

$$E_{1/2}=\tfrac{16}{35}(1.6)+\tfrac{2}{315}(120)(0.016)=0.744 .$$

The oblate state avoids the axial charges and lies lowest. The total splitting is 1.65 mHa, or 45 meV.

For Yb$^{3+}$ the rank-2 energies are $\frac2{63}(21)(1.6)=1.067$ mHa at $|M|=7/2$ and $\frac2{63}(-15)(1.6)=-0.762$ mHa at $|M|=1/2$. Ranks 4 and 6 change them to 1.055 and $-0.777$ mHa. The order is reversed: the smallest $|M|$ is lowest, and the splitting is 1.83 mHa, or 50 meV.

## Remark 3: limits of validity

The theorem describes the field to first order within one multiplet. A field that is not small compared with the spacing to other $J$ levels mixes them, and a single set of $\theta_k$ no longer describes the levels. For $n=6$, where $J=0$, the terms with $k>0$ have no first-order effect. For $2\le n\le12$, spin–orbit coupling can admix other terms with the same $J$. This departure from pure $LS$ coupling changes the reduced matrix elements, and hence the values of $\theta_k$, but not the proportionality of tensor operators within a given $J$. The configurations $4f^1$ and $4f^{13}$ contain only the term $^2F$, so the factors of Ce$^{3+}$ and Yb$^{3+}$ do not depend on the strength of the spin–orbit coupling.

Numbers in the example were calculated in double precision.
